# Relaxing a substrate-clamped hafnia cell from the stress tensor

## Result

A coherent film on a thick substrate is described by a periodic cell with vectors $a_1,a_2,a_3$. The substrate fixes $a_1$ and $a_2$; $a_3$ and the ions are free. Let $E$ be the energy per cell, $s_i$ the fractional coordinates of ion $i$, and $\sigma$ the stress, positive in tension. Then

$$
g_3\equiv\left.\frac{\partial E}{\partial a_3}\right|_{s}=\sigma\,(a_1\times a_2)=A\,\sigma n ,
$$

where $A=|a_1\times a_2|$ and $n$ is the film normal. The cell is relaxed when the ionic forces and all three components of the traction $\sigma n$ vanish. The in-plane stress need not vanish: the substrate carries it.

The setting is zero temperature, no surface or interface energy, and zero macroscopic electric field, as for short-circuited ideal electrodes. Lengths are in nm and energies in eV; 1 eV/nm³ is 0.1602 GPa.

## Derivation

Choose a right-handed cell, so that $\Omega=a_3\cdot(a_1\times a_2)>0$. A small strain $\varepsilon$ changes each vector by $\delta a_i=\varepsilon a_i$ at fixed $s$. The stress is defined by $\Omega\sigma_{\alpha\beta}=\partial E/\partial\varepsilon_{\alpha\beta}$. With $g_i=\partial E/\partial a_i$,

$$
\delta E=\sum_i g_i\cdot\delta a_i=\sum_{\alpha\beta}\varepsilon_{\alpha\beta}\sum_i g_{i\alpha}a_{i\beta}
\quad\Rightarrow\quad
\Omega\sigma_{\alpha\beta}=\sum_i g_{i\alpha}a_{i\beta}.
$$

Introduce reciprocal vectors without the factor $2\pi$, $b_k\cdot a_i=\delta_{ki}$. Multiplying by $b_{k\beta}$ and summing over $\beta$ leaves $g_k=\Omega\sigma b_k$. The vector $b_3=(a_1\times a_2)/\Omega$ is orthogonal to $a_1$ and $a_2$ and has unit product with $a_3$. Inserting it cancels $\Omega$ and gives the result.

An antisymmetric $\varepsilon$ is an infinitesimal rotation, which leaves $E$ unchanged, so $\sigma$ is symmetric and six stored components suffice.

All three components of $g_3$ are physical. With $a_1$ and $a_2$ fixed, no change of $a_3$ is a rigid rotation: one component changes the height $c=a_3\cdot n$ and two shear the film. The shear tractions vanish by symmetry if the structure, ions included, has a twofold axis along $n$ or a mirror plane perpendicular to it, since either operation reverses $\sigma_{xz}$ and $\sigma_{yz}$. A height-only update is then consistent, provided the starting cell already has this symmetry: a nonzero lateral part of $a_3$ must first be strained along with $a_1$ and $a_2$. Such an update cannot reveal an instability that breaks the symmetry. A (111)-oriented film under unequal in-plane strains has no such protection in general.

## What the energy difference must hold fixed

The Cartesian position is $r_i=\sum_k s_{ik}a_k$. At fixed $s$, a change $\delta a_3$ moves ion $i$ by $s_{i3}\,\delta a_3$. The chain rule therefore gives

$$
\left.\frac{\partial E}{\partial a_3}\right|_{s}
=\left.\frac{\partial E}{\partial a_3}\right|_{r}+\sum_i s_{i3}\frac{\partial E}{\partial r_i}.
$$

The two derivatives agree when the forces vanish, but not in general. In a strained test cell with displaced ions, the stress gives $g_3=(-1.175,-0.727,2.068)$ eV/nm, and so do energy differences at fixed $s$. Differences at fixed $r$, with the oxygen ions listed near $s=\pm(1/4,1/4,1/4)$, give $(0.219,1.849,2.824)$ eV/nm. Here the first two components even have the wrong sign for a descent in $a_3$ at fixed $s$. Listing instead the periodic image of an ion displaced by $a_3$ raises its $s_{i3}$ by one, which changes the fixed-$r$ result whenever the force on that ion is nonzero. An image displaced by $a_1$ or $a_2$ leaves $s_{i3}$ and this result unchanged. The derivative at fixed $s$ is the same for every choice of image.

A third choice is to relax the ions at every $a_3$. Writing $E_{\rm rel}(a_3)=E(a_3,s^*(a_3))$,

$$
\frac{dE_{\rm rel}}{da_3}=\left.\frac{\partial E}{\partial a_3}\right|_s+\sum_{ik}\frac{\partial E}{\partial s_{ik}}\frac{ds^*_{ik}}{da_3}=A\sigma n ,
$$

because $\partial E/\partial s_{ik}=0$ at $s^*$. Here $\sigma$ must be evaluated with the relaxed ions. For the example below, the $z$ component is 2.13559 eV/nm from the stress and 2.13556 eV/nm from relaxed energies.

## Choosing the difference step

For a displacement $\delta$ along a unit vector $e$, Taylor expansion of the two energies cancels the even terms:

$$
\frac{E(a_3+\delta e)-E(a_3-\delta e)}{2\delta}=g_3\cdot e+\frac{\delta^2}{6}E'''+O(\delta^4).
$$

Energy noise of size $\eta$ adds an error of order $\eta/\delta$. The total is roughly $C\delta^2+\eta/\delta$. Setting its derivative $2C\delta-\eta/\delta^2$ to zero gives $\delta_{\rm opt}=(\eta/2C)^{1/3}$.

In the test cell, steps of $2\times10^{-3}$ and $10^{-3}$ nm give errors of $1.9\times10^{-2}$ and $4.8\times10^{-3}$ eV/nm, the expected factor of four. Hence $C\approx4.8\times10^{3}$ eV/nm³. This predicts $4.8\times10^{-7}$ eV/nm at $10^{-5}$ nm, as found. At $10^{-10}$ nm the error has risen to $5.2\times10^{-5}$ eV/nm, where the truncation term is negligible and rounding remains.

A self-consistent calculation has larger noise. If $\eta=10^{-8}$ eV is assumed with the same $C$, then $\delta_{\rm opt}\approx10^{-4}$ nm and the expected error is about $1.5\times10^{-4}$ eV/nm. An agreement much better than this should not be demanded there.

## Scheme

Ions and $a_3$ are updated together. Let $h$ be the matrix with rows $a_1,a_2,a_3$ and $h_0$ its starting value. Ionic variables with the dimension of length are $y_i=h_0^{T}(s_i-s_i^0)$. Since $r_i=h^Ts_i$, one has $\partial E/\partial s_i=h\,\partial E/\partial r_i$. Since $s_i-s_i^0=h_0^{-T}y_i$,

$$
\frac{\partial E}{\partial y_i}=h_0^{-1}h\,\frac{\partial E}{\partial r_i}.
$$

An external traction $\tau$ does work $A\tau\cdot\delta a_3$, so the function to minimize is $F=E-A\tau\cdot a_3$, with $\partial F/\partial a_3=A(\sigma n-\tau)$. A free surface has $\tau=0$.

The first step needs a stiffness. A change $\delta a_3$ produces strains of order $|\delta a_3|/c$, hence a traction of order $M|\delta a_3|/c$ for a guessed modulus $M$. The stiffness is about $AM/c$, and for $\tau=0$ the first step is

$$
\delta a_3=-\frac{c}{AM}\,A\sigma n=-\frac{c}{M}\,\sigma n .
$$

A positive (tensile) normal traction thus shortens the cell.

```
input  a1, a2 fixed; a3, s0; tau; guesses M, k_ion; tolerance
y = 0
B = diag(1/k_ion for ions, c/(A M) for a3)
evaluate F and g = (dF/dy, A(sigma n - tau))
while max|g| > tolerance:
    p = -B g; shorten p if any component is too long
    t = 1
    while F(x + t p) > F(x) + 1e-4 t g.p + noise:
        t = t/2; stop with an error after many halvings
    d = t p; q = g_new - g
    if d.q is safely positive:
        B = (1 - d q^T/d.q) B (1 - q d^T/d.q) + d d^T/d.q
    accept x + d, F_new, g_new
check g3 against energy differences at fixed s
```

The BFGS update of the inverse Hessian $B$ reproduces the last measured curvature. The factor $(1-qd^T/d\cdot q)$ annihilates $q$, and the last term gives $Bq=d$. For $d\cdot q>0$ it keeps $B$ positive definite. Then $g\cdot p=-g^TBg<0$, so a short enough step lowers a smooth energy. The noise allowance prevents a stall when the remaining gain is below rounding.

## Cost and stability

One evaluation of energy, forces and stress supplies the full gradient. Central differences for $a_3$ alone need six energies, and for all $3N+3$ variables they need $6N+6$. This makes them suitable for verification at a few cells. Storing $B$ takes $(3N+3)^2$ numbers, and the update costs a similar number of operations if expanded into matrix-vector products.

The plain iteration $\delta a_3=-(c/M)\sigma n$, with ions relaxed each time, shows what a poor $M$ does. Let $K=\partial(A\sigma n)/\partial a_3$ be the relaxed stiffness, which is symmetric because it is the Hessian of $E_{\rm rel}$. Near the minimum $A\sigma n=Ku$ for an error $u$, so along an eigenvector with eigenvalue $K_j$

$$
u\;\rightarrow\;\left(1-\frac{cK_j}{AM}\right)u .
$$

Convergence requires $0<cK_j/(AM)<2$ for every $j$. In the example $K_j=365$, 367 and 1026 eV/nm², $c=0.2928$ nm and $A=0.1152$ nm². The moduli $cK_j/A$ are about 149, 150 and 418 GPa. The plain iteration therefore diverges for $M$ below about 209 GPa. At $M=283$ GPa, midway between the extreme moduli, the largest factor is $(418-149)/(418+149)\approx0.47$. BFGS learns the difference between shear and height.

If some $K_j$ is negative, the point of zero traction is a saddle. A symmetric start may remain there, because the gradient along the unstable direction is zero. A small random displacement, and a larger cell, can expose this.

## Example: cubic hafnia in (111) orientation

The energy is a rigid-ion model,

$$
E=\frac12\sum_{i,j}{}'\frac{e^2q_iq_j}{4\pi\epsilon_0r_{ij}}+\sum_{\rm Hf-O}A_r e^{-r/\rho},
$$

per cell, with $q=3.2$ and $-1.6$, $A_r=2250$ eV and $\rho=0.030$ nm. The prime omits self-interaction, and both sums include periodic images. Ewald summation and an explicit sum over a finite neutral crystal both give a Coulomb energy of $-83.98667$ eV. This is not a density-functional calculation: electronic polarizability, covalency and dispersion are absent. The gradient identity does not depend on that choice.

The primitive cell has Hf at $s=0$ and O at $\pm(1/4,1/4,1/4)$. The free lattice constant is 0.51075 nm. The substrate imposes strains $\eta_{xx}=1.5\%$, $\eta_{yy}=0.5\%$ and $\eta_{xy}=0.3\%$ on $a_1$ and $a_2$, while $a_3$ starts at its free value $(0.18058,0.10426,0.29488)$ nm.

With the guesses $M=1500$ eV/nm³ (240 GPa) and $k_{\rm ion}=1000$ eV/nm², the traction falls from 3.45 GPa to 0.23 GPa in two steps and to 0.003 GPa in four; convergence takes ten. The relaxed vector is $a_3=(0.18381,0.10564,0.29276)$ nm. A separate minimization that uses energies alone finds the same vector within $1.5\times10^{-8}$ nm.

The height has shrunk by $0.72\%$, as expected for a film stretched in its plane. The remaining in-plane stresses are $\sigma_{xx}=5.74$, $\sigma_{yy}=3.05$ and $\sigma_{xy}=0.81$ GPa. They can be checked against the energy. In linear elasticity the stored energy is $\frac12\Omega\sigma:\varepsilon$, and every term with a $z$ index vanishes because $\sigma n=0$. With $\Omega=Ac=0.03373$ nm³,

$$
\tfrac12\Omega(\sigma_{xx}\eta_{xx}+\sigma_{yy}\eta_{yy}+2\sigma_{xy}\eta_{xy})
=\tfrac12(0.03373)\frac{0.1062}{0.1602}\ {\rm eV}=11.2\ {\rm meV}.
$$

The computed energies, $-72.62015$ eV clamped and $-72.63135$ eV free, also differ by 11.2 meV. Zeroing the whole stress tensor would recover this energy by undoing the clamp.

Updating the height alone, with the lateral part of $a_3$ frozen at its starting value, leaves shear tractions of $-1.65$ and $-0.71$ GPa and costs 2.26 meV per cell. The missing lateral shift is $(3.23,1.38)$ pm, of length 3.51 pm. The harmonic estimate $\frac12(366)(0.00351)^2$ eV $=2.3$ meV accounts for the penalty.

Most of this shift is simple to anticipate. Applying the in-plane strain to the lateral part of $a_3$ gives

$$
\begin{aligned}
0.015(180.58)+0.003(104.26)&=3.02\ {\rm pm},\\
0.003(180.58)+0.005(104.26)&=1.06\ {\rm pm}.
\end{aligned}
$$

The remainder, $(0.21,0.32)$ pm, is mostly the linear shear response of the crystal: linear elasticity with the model's constants gives $(0.16,0.27)$ pm. Straining $a_3$ along with the substrate vectors is therefore a better start here. The same harmonic estimate puts the height-only penalty from that start near 0.03 meV. The remainder is this small because the model crystal is nearly isotropic, with relaxed constants $C_{11}\approx460$, $C_{12}\approx135$ and $C_{44}\approx133$ GPa, so that $2C_{44}/(C_{11}-C_{12})\approx0.82$.

The response to a load follows from $K\delta a_3=A\tau$. A normal traction of 0.1 GPa changes the height by $0.024\%$. This converts a stopping tolerance into a thickness error: a normal residual of 0.01 GPa corresponds to about $0.0024\%$.

## Plane-wave failure modes

In a plane-wave calculation, the Hellmann–Feynman derivative belongs to a fixed set of integer wave indices. A one-electron well in a period $L$ shows this. With $G=2\pi n/L$, the matrix $H$ has kinetic terms $T=\hbar^2G^2/2m$ on its diagonal. The potential $-V_0e^{-x^2/w^2}$, repeated periodically, has Fourier coefficients

$$
V_G=-\frac{V_0w\sqrt\pi}{L}e^{-G^2w^2/4}.
$$

Since $dG/dL=-G/L$,

$$
\frac{dT}{dL}=-\frac{2T}{L},\qquad
\frac{dV_G}{dL}=\frac{V_G}{L}\left(\frac{G^2w^2}{2}-1\right).
$$

For a normalized eigenvector $v$, the terms from $dv/dL$ add up to $E\,d(v^\dagger v)/dL=0$, leaving $dE/dL=v^\dagger(dH/dL)v$.

With $V_0=50$ eV, $w=0.04$ nm, $L=0.50$ nm and nine waves, this slope and the energy difference at the same set are both 4.071 eV/nm. With 41 waves the slope is 0.014 eV/nm. Nearly all of the nine-wave slope is thus an error of the incomplete basis, the one-dimensional analogue of Pulay stress.

The sign of its main part follows from the variational principle. Let $\mathcal E(L,G_m)$ be a smooth interpolation of the energy in the cutoff $G_m=2\pi n_m/L$. At fixed $n_m$,

$$
\frac{dE}{dL}=\frac{\partial\mathcal E}{\partial L}-\frac{G_m}{L}\frac{\partial\mathcal E}{\partial G_m}.
$$

More waves cannot raise the ground-state energy, so $\partial\mathcal E/\partial G_m\le0$ and the last term is tensile or zero. Taken alone, this term pulls a relaxation at a fixed, incomplete set towards a smaller cell. The net error also contains the basis error of $\partial\mathcal E/\partial L$, whose sign this argument does not fix. For nine waves, a logarithmic interpolation of the basis error puts the cutoff term near 3.5 eV/nm and this second part near 0.6 eV/nm.

Holding the cutoff fixed creates a different problem. Here a cutoff was placed so that the set changes from seven to nine waves between $L-\delta$ and $L+\delta$, with $\delta=10^{-3}$ nm. The difference quotient becomes $-386$ eV/nm. Multiplying its departure from 4.07 eV/nm by $2\delta$ identifies an energy jump of $-0.78$ eV.

The derivative test should therefore use the same wave set on both sides. It validates the stress code, but not the basis: the nine-wave result passes it. Convergence of $\sigma n$ with cutoff is a separate requirement, and the set should be rebuilt at the final cell.

## Relation to real capacitor films

The lattice constant is close to the rough value of 0.51 nm for cubic hafnia, but the elastic constants are not. Rough density-functional values for the cubic phase, $C_{11}\approx560$–580, $C_{12}\approx95$–120 and $C_{44}\approx65$–85 GPa, are far more anisotropic, with $2C_{44}/(C_{11}-C_{12})\approx0.3$. In linear elasticity they would give a height change of about $-1.1$ to $-1.2\%$ and a lateral remainder of about 1.3 to 1.5 pm for the same mismatch. The phase is also not that of a ferroelectric capacitor. A clamped 24-atom cell, started from small random displacements, returned to the strained structure of the three-atom cell. The remaining rms oxygen displacement, relative to the mean Hf displacement, is about $10^{-5}$ nm. The mean displacement cannot exceed the rms value, so the 16 oxygen ions in $8\Omega=0.27$ nm³ give a polarization of at most about $16(1.6\,e)(10^{-5}\ {\rm nm})/(0.27\ {\rm nm}^3)\approx10^{-3}\,e$/nm², of order 0.01 µC/cm². This is local stability in the rigid-ion model, for distortions that fit this cell. Real cubic hafnia is a high-temperature phase, and the ferroelectric response is attributed to a polar orthorhombic phase with a polarization of roughly tens of µC/cm². The model cannot size that phase's height change; a first-principles calculation needs a cell that admits it.

A real capacitor film can be polycrystalline, and in a sufficiently thick film misfit dislocations can relax part of the mismatch, so a perfectly coherent clamp is not assured. If the mismatch relaxed completely, the $-0.72\%$ height change would go to zero. For a rough expansion coefficient of $6\times10^{-6}$ K⁻¹, a 500 K change gives a free thermal strain of $0.30\%$, about two fifths of the clamping effect in this model. The height of a clamped film changes by this amount only if the substrate expands equally. At 3 MV/cm and a rough relative permittivity of 30, electrode attraction is $\frac12\epsilon_0\epsilon_rE_{\rm f}^2=12$ MPa, with $E_{\rm f}$ the field, and changes the height by $-0.003\%$. That estimate omits electrostriction and the piezoelectric response of a polar film. The numerical output below lists the remaining digits.

## Calculated quantities

```
Charges of Hf and O: 3.2 -1.6 e
Repulsion strength: 2250 eV
Repulsion length: 0.030 nm
Free cubic lattice constant: 0.51075 nm
Free cubic energy per cell: -72.63135 eV
Coulomb energy, Ewald and explicit sum: -83.986670 -83.986670 eV
Mismatch strains xx, yy, xy: 1.5 0.5 0.3 %
Fixed a1: 0.36657 0.00108 0.00000 nm
Fixed a2: 0.18422 0.31487 0.00000 nm
Starting a3: 0.18058 0.10426 0.29488 nm
In-plane cell area: 0.11522 nm^2
Test gradient from stress: -1.17514 -0.72677 2.06760 eV/nm
Test gradient from energies, step 1e-5 nm: -1.17514 -0.72677 2.06760 eV/nm
Gradient error at step 2e-03 nm: 1.9e-02 eV/nm
Gradient error at step 1e-03 nm: 4.8e-03 eV/nm
Gradient error at step 1e-05 nm: 4.8e-07 eV/nm
Gradient error at step 1e-10 nm: 5.2e-05 eV/nm
Energy gradient at fixed Cartesian positions: 0.21868 1.84883 2.82401 eV/nm
Gradient with relaxed ions, from stress: -1.18333 -0.51874 2.13559 eV/nm
Gradient with relaxed ions, from energies: -1.18333 -0.51874 2.13556 eV/nm
Step 0: energy -72.6155742 eV, traction 3.45276 GPa
Step 1: energy -72.6186050 eV, traction 2.34844 GPa
Step 2: energy -72.6200701 eV, traction 0.23258 GPa
Step 4: energy -72.6201473 eV, traction 0.00287 GPa
Step 8: energy -72.6201473 eV, traction 0.00001 GPa
Steps to convergence: 10
Final traction size: 6.0e-09 GPa
Relaxed a3: 0.183806 0.105636 0.292758 nm
Distance to energy-only minimum: 1.5e-08 nm
Relaxed energy per cell: -72.6201473 eV
Height change from free crystal: -0.720 %
Lateral shift of a3: 0.003229 0.001380 nm
Remaining stress xx, yy, xy: 5.740 3.054 0.805 GPa
Energy penalty, height-only update: 2.2640 meV per cell
Height-only traction left, x and y: -1.6503 -0.7118 GPa
Stiffness eigenvalues for a3: 365.4 367.3 1025.9 eV/nm^2
Height strain per 0.1 GPa normal load: 0.0240 %
24-atom cell: energy gain: -0.000 meV per formula unit
24-atom cell: rms oxygen displacement: 0.00001 nm
24-atom cell: polarization: 0.000 -0.000 -0.000 uC/cm2
24-atom cell: height change: -0.000 %
Rough thermal expansion coefficient: 6e-06 1/K
Temperature change: 500 K
Neglected thermal strain: 0.30 %
Operating field: 3 MV/cm
Rough relative permittivity: 30
Electrode attraction: 11.95 MPa
Height strain from electrode attraction: -0.0029 %
Well depth: 50 eV
Well width and period: 0.04 0.50 nm
9 plane waves: analytic slope: 4.0713 eV/nm
9 plane waves: energy difference, same set: 4.0713 eV/nm
Energy difference at fixed cutoff, set changes: -386.0873 eV/nm
41 plane waves: analytic slope: 0.0138 eV/nm
```
